# Debugging a numerical check: Atomic charges from the electrostatic potential: buried atoms and restraints

```python
"""
Result under test: atomic charges q fitted to an electrostatic potential V by
least squares, |V - A q|^2 with A[k,a] = 1/|r_k - R_a| and sum(q) = Q, have
sensitivity matrix C = sum_i p_i p_i^T / sigma_i^2, where sigma_i are singular
values of A on neutral charge patterns and p_i the matching patterns. A buried
atom has a large C[a,a]. A restraint alpha*|q|^2 multiplies each neutral mode
by sigma_i^2/(sigma_i^2 + alpha). Example: tert-butanol, RHF/6-31G*.
Atomic units throughout, except where a label says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.linalg import null_space
from pyscf import gto, scf, df, lib

lib.num_threads(1)
rng = np.random.default_rng(7)
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10  # angstrom
DEBYE = (constants.e * BOHR * 1e-10) / (1e-21 / constants.c)  # debye per a.u.

# ---------- molecule: ideal tetrahedral angles, staggered ----------
tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
CC, CO, CH, OH = 1.53, 1.43, 1.09, 0.96  # chosen bond lengths, angstrom
names, elements, xyz = ["C0", "O", "HO"], ["C", "O", "H"], [np.zeros(3)]
xyz += [CO * tetra[0], CO * tetra[0] - OH * tetra[1]]
for i in (1, 2, 3):
    names.append(f"C{i}")
    elements.append("C")
    xyz.append(CC * tetra[i])
    for n, j in enumerate([j for j in range(4) if j != i]):
        names.append(f"H{i}{'abc'[n]}")
        elements.append("H")
        xyz.append(CC * tetra[i] - CH * tetra[j])
R = np.array(xyz) / BOHR
N = len(R)
elements = np.array(elements)
heavy = elements != "H"
methyl_C = np.array([n in ("C1", "C2", "C3") for n in names])
methyl_H = np.array([e == "H" and n != "HO" for e, n in zip(elements, names)])

mol = gto.M(atom=[(e, tuple(r)) for e, r in zip(elements, R)], unit="Bohr",
            basis="6-31g*", verbose=0)
mf = scf.RHF(mol)
energy = mf.kernel()
assert mf.converged
dm = mf.make_rdm1()
dipole_qm = np.linalg.norm(mf.dip_moment(unit="AU", verbose=0))

# ---------- points on scaled atomic spheres ----------
radius = {"H": 1.2, "C": 1.7, "O": 1.5}  # chosen sphere radii, angstrom
atom_radius = np.array([radius[e] for e in elements]) / BOHR
scales = (1.4, 1.6, 1.8, 2.0)
density = 0.5  # points per square angstrom


def sphere_points(n):
    k = np.arange(n) + 0.5
    z = 1 - 2 * k / n
    phi = np.pi * (1 + np.sqrt(5)) * k
    s = np.sqrt(1 - z * z)
    return np.column_stack([s * np.cos(phi), s * np.sin(phi), z])


def make_grid(rotation):
    points = []
    for scale in scales:
        for a in range(N):
            rad = scale * atom_radius[a]
            n = int(np.ceil(density * 4 * np.pi * (rad * BOHR) ** 2))
            p = R[a] + rad * sphere_points(n) @ rotation
            dist = np.linalg.norm(p[:, None] - R[None], axis=2)
            points.append(p[np.all(dist >= scale * atom_radius - 1e-9, axis=1)])
    return np.vstack(points)


def inverse_distance(points):
    return 1 / np.linalg.norm(points[:, None] - R[None], axis=2)


rotations = [np.linalg.qr(rng.normal(size=(3, 3)))[0] for _ in range(4)]
grids = [make_grid(rot) for rot in rotations]
all_points = np.vstack(grids)
packed_dm = lib.pack_tril(2 * dm - np.diag(np.diag(dm)))
integrals = df.incore.aux_e2(mol, gto.fakemol_for_charges(all_points),
                             aosym="s2ij")
V_all = inverse_distance(all_points) @ mol.atom_charges() - packed_dm @ integrals
del integrals
for k in (0, len(all_points) // 2, len(all_points) - 1):
    with mol.with_rinv_origin(all_points[k]):
        electron = np.sum(dm * mol.intor("int1e_rinv"))
    nuclear = np.sum(mol.atom_charges() / np.linalg.norm(all_points[k] - R, axis=1))
    assert abs(nuclear - electron - V_all[k]) < 1e-7
potentials = np.split(V_all, np.cumsum([len(g) for g in grids])[:-1])
A, V = inverse_distance(grids[0]), potentials[0]
M = len(V)


# ---------- constrained fits ----------
def constrained_fit(A, V, Q, diagonal=0.0):
    """Charges and multiplier from the bordered normal equations."""
    n = A.shape[1]
    border = np.zeros((n + 1, n + 1))
    border[:n, :n] = A.T @ A + np.diag(np.broadcast_to(diagonal, n))
    border[:n, n] = border[n, :n] = 1
    top = (A.T @ V).reshape(n, -1)
    sol = np.linalg.solve(border, np.vstack([top, np.full((1, top.shape[1]), Q)]))
    return np.squeeze(sol[:n]), np.squeeze(sol[n])


def elimination_fit(A, V, Q):
    """Last charge eliminated, remaining problem solved by least squares."""
    y = np.linalg.lstsq(A[:, :-1] - A[:, -1:], V - Q * A[:, -1], rcond=None)[0]
    return np.append(y, Q - y.sum())


def chi2(q):
    return np.sum((V - A @ q) ** 2)


Z = null_space(np.ones((1, N)))
U, sigma, Wt = np.linalg.svd(A @ Z, full_matrices=False)
P = Z @ Wt.T  # columns are orthonormal neutral charge patterns
C = (P / sigma**2) @ P.T

for Q in (0.0, 1.0):
    q, lam = constrained_fit(A, V, Q)
    assert np.allclose(q, elimination_fit(A, V, Q), atol=1e-8)
    amplitude = U.T @ (V - A @ np.full(N, Q / N)) / sigma
    assert np.allclose(q, Q / N + P @ amplitude, atol=1e-8)
    h = 0.1
    slope = (chi2(elimination_fit(A, V, Q + h))
             - chi2(elimination_fit(A, V, Q - h))) / (2 * h)
    assert abs(slope + 2 * lam) < 1e-7 * max(1, abs(slope))
    for alpha in (0.001, 0.1):
        f = sigma**2 / (sigma**2 + alpha)
        qr, _ = constrained_fit(A, V, Q, alpha)
        assert np.allclose(qr, Q / N + P @ (f * amplitude), atol=1e-8)
        rise = np.sum(sigma**2 * (1 - f) ** 2 * amplitude**2)
        assert abs(chi2(qr) - chi2(q) - rise) < 1e-9 * max(1, chi2(qr))

q_free, _ = constrained_fit(A, V, 0.0)
q_unconstrained = np.linalg.lstsq(A, V, rcond=None)[0]

# pin one charge off its optimum and refit all others at fixed total
delta = 0.1
for a in range(N):
    others = np.arange(N) != a
    pinned = q_free.copy()
    pinned[a] += delta
    pinned[others] = elimination_fit(A[:, others], V - A[:, a] * pinned[a],
                                     -pinned[a])
    assert np.isclose(chi2(pinned) - chi2(q_free), delta**2 / C[a, a], rtol=1e-5)
    assert np.allclose((pinned - q_free) / delta, C[:, a] / C[a, a], atol=1e-6)

# response to random noise, without and with quadratic restraint
noise = 1e-3
alpha_main = 0.01
samples = V[:, None] + noise * rng.normal(size=(M, 4000))


def noise_std(alpha):
    f = sigma**2 / (sigma**2 + alpha)
    return noise * np.sqrt(np.sum((P * f / sigma) ** 2, axis=1))


for alpha in (0.0, alpha_main):
    observed = constrained_fit(A, samples, 0.0, alpha)[0].std(axis=1)
    assert np.allclose(observed, noise_std(alpha), rtol=0.06)  # sampling error

# burial: largest sensitivity although the bare potential is not weak
column_rms = np.sqrt(np.mean(A**2, axis=0))
mimic_rms = 1 / np.sqrt(M * np.diag(C))
assert np.argmax(np.diag(C)) == 0
assert column_rms[0] > 0.7 * column_rms.mean()
share = (P[0] / sigma) ** 2 / C[0, 0]
assert share[-3:].sum() > 0.5

# control: add points near the buried atom, or equally many outside points
n_extra = 20
near = R[0] + scales[0] * atom_radius[0] * sphere_points(n_extra)
pick = np.linspace(0, len(grids[1]) - 1, n_extra).astype(int)


def central_sensitivity(extra):
    B = np.vstack([A, inverse_distance(extra)]) @ Z
    return np.sqrt((Z @ np.linalg.inv(B.T @ B) @ Z.T)[0, 0])


ratio_near = central_sensitivity(near) / np.sqrt(C[0, 0])
ratio_outside = central_sensitivity(grids[1][pick]) / np.sqrt(C[0, 0])
assert ratio_near < 0.8 and ratio_outside > 0.9

# far potential of a centred unit charge compensated on a tetrahedron, b = 1
far = 200.0
tetra_limit = far**4 * (1 / far - 0.25 * np.sum(
    1 / np.linalg.norm(far * tetra[0] - tetra, axis=1)))
assert np.isclose(tetra_limit, -5 / 9, rtol=0.005)

# scatter of fitted charges between grids, true potential on each
scatter = {}
for alpha in (0.0, alpha_main):
    fits = [constrained_fit(inverse_distance(g), v, 0.0, alpha)[0]
            for g, v in zip(grids, potentials)]
    scatter[alpha] = np.std(fits, axis=0, ddof=1)
assert scatter[0.0][0] > scatter[0.0][~heavy].mean()
assert scatter[alpha_main][0] < scatter[0.0][0]

# ---------- hyperbolic restraint on heavy atoms ----------
b_hyp = 0.1


def hyperbolic_objective(q, a):
    return chi2(q) + a * np.sum(np.sqrt(q[heavy] ** 2 + b_hyp**2) - b_hyp)


def hyperbolic_fit(a):
    q = q_free.copy()
    for step in range(1, 1001):
        diagonal = np.where(heavy, a / (2 * np.sqrt(q**2 + b_hyp**2)), 0)
        new = constrained_fit(A, V, 0.0, diagonal)[0]
        assert hyperbolic_objective(new, a) <= hyperbolic_objective(q, a) + 1e-13
        change = np.max(np.abs(new - q))
        q = new
        if change < 1e-9:
            return q, step
    raise AssertionError("hyperbolic restraint not converged")


hyperbolic = {}
for a in (0.001, 0.01):
    q, steps = hyperbolic_fit(a)
    h = 1e-4
    for z in Z.T:
        slope = (hyperbolic_objective(q + h * z, a)
                 - hyperbolic_objective(q - h * z, a)) / (2 * h)
        assert abs(slope) < 1e-6
    hyperbolic[a] = (q, steps)


def rms(q):
    return np.sqrt(chi2(q) / M)


def dipole(q):
    return np.linalg.norm(q @ R)


assert abs(dipole(q_free) / dipole_qm - 1) < 0.1

# ---------- output ----------
print(f"bond lengths CC CO CH OH (angstrom): {CC} {CO} {CH} {OH}")
print("sphere radii (angstrom):", radius, " scales:", scales)
print(f"point density (1/angstrom^2): {density}")
print("atoms:", N, " basis functions:", mol.nao, " points per grid:",
      [len(g) for g in grids])
print(f"RHF energy (hartree): {energy:.6f}")
print(f"rms potential on grid 1 (a.u.): {np.sqrt(np.mean(V**2)):.6f}")
print(f"total charge without constraint (e): {q_unconstrained.sum():.6f}")
print("singular values on neutral patterns (1/bohr):")
print("  ", " ".join(f"{s:.4f}" for s in sigma[:7]))
print("  ", " ".join(f"{s:.4f}" for s in sigma[7:]))
print(f"ratio largest/smallest singular value: {sigma[0] / sigma[-1]:.1f}")
print("share of C0 variance, three smallest modes (third-smallest first):",
      " ".join(f"{s:.3f}" for s in share[-3:]))
mode = P[:, -1] * np.sign(P[0, -1])
print(f"smallest mode: C0 {mode[0]:.3f} O {mode[1]:.3f} HO {mode[2]:.3f}"
      f" methyl C {mode[methyl_C].mean():.3f} methyl H {mode[methyl_H].mean():.3f}")
pattern = C[:, 0] / C[0, 0]
print(f"mimic pattern: C0 {pattern[0]:.3f} O {pattern[1]:.3f} HO {pattern[2]:.3f}"
      f" methyl C {pattern[methyl_C].mean():.3f}"
      f" methyl H {pattern[methyl_H].mean():.3f}")
print(f"dipole of mimic pattern (a.u.): {dipole(pattern):.4f}")
print(f"tetrahedron: R^4 V / b^3 at R = {far:.0f} b: {tetra_limit:.4f}")
print(f"C0 sensitivity ratio, {n_extra} near points added: {ratio_near:.3f}")
print(f"C0 sensitivity ratio, {n_extra} outside points added: {ratio_outside:.3f}")
print(f"noise s = {noise} a.u.; restraint alpha = {alpha_main} bohr^-2")
print("atom: rms 1/r, rms mimic error (1/bohr); noise std free, restrained (e);")
print("      charge free, restrained (e); grid scatter free, restrained (e)")
q_res = constrained_fit(A, V, 0.0, alpha_main)[0]
s0, s1 = noise_std(0.0), noise_std(alpha_main)
for a in range(N):
    print(f"{names[a]:3s} {column_rms[a]:.4f} {mimic_rms[a]:.5f} {s0[a]:.4f}"
          f" {s1[a]:.4f} {q_free[a]:8.4f} {q_res[a]:8.4f}"
          f" {scatter[0.0][a]:.4f} {scatter[alpha_main][a]:.4f}")
print("alpha (bohr^-2): last f, C0 charge, C0 noise std (e), rms misfit, dipole (a.u.)")
for alpha in (0.0, 0.001, 0.01, 0.1, 1.0):
    q = constrained_fit(A, V, 0.0, alpha)[0]
    print(f"{alpha:5.3f}: {sigma[-1]**2 / (sigma[-1]**2 + alpha):.4f} {q[0]:.4f}"
          f" {noise_std(alpha)[0]:.4f} {rms(q):.6f} {dipole(q):.4f}")
print(f"hyperbolic a (a.u.), b = {b_hyp} e: steps, charges C0 O HO, methyl C mean (e),"
      " rms misfit, dipole (a.u.)")
for a, (q, steps) in hyperbolic.items():
    print(f"{a:5.3f}: {steps} {q[0]:.4f} {q[1]:.4f} {q[2]:.4f}"
          f" {q[methyl_C].mean():.4f} {rms(q):.6f} {dipole(q):.4f}")
print(f"RHF dipole: {dipole_qm:.4f} a.u. = {dipole_qm * DEBYE:.3f} debye")
print("verified")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 172, in <module>
    assert np.argmax(np.diag(C)) == 0
           ^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The physics claim was too strong: the program required the central carbon to have the largest sensitivity of all atoms, but being innermost does not guarantee this, since the methyl carbons are also enclosed by four bonded neighbours and can be mimicked by them. The claim now concerns all four carbons: each must be more sensitive than the average hydrogen, which is weaker than the failed ranking, and the most sensitive atom is printed. To match, the soft-mode test now takes the four smallest modes and the summed variance of the carbons instead of three modes and the central carbon, and the grid-scatter tests use carbon averages, so they no longer test the central carbon alone. The control points, a test not reached before, move from a sphere outside the central carbon's bonded neighbours to one at half the CC bond length, inside them, which makes that control easier to pass but matches its purpose; all numerical tolerances are unchanged.

Diff:

```diff
@@ -3,7 +3,8 @@
 least squares, |V - A q|^2 with A[k,a] = 1/|r_k - R_a| and sum(q) = Q, have
 sensitivity matrix C = sum_i p_i p_i^T / sigma_i^2, where sigma_i are singular
-values of A on neutral charge patterns and p_i the matching patterns. A buried
-atom has a large C[a,a]. A restraint alpha*|q|^2 multiplies each neutral mode
-by sigma_i^2/(sigma_i^2 + alpha). Example: tert-butanol, RHF/6-31G*.
+values of A on neutral charge patterns and p_i the matching patterns. Atoms
+enclosed by bonded neighbours (here the carbons) have large C[a,a].
+A restraint alpha*|q|^2 multiplies each neutral mode by
+sigma_i^2/(sigma_i^2 + alpha). Example: tert-butanol, RHF/6-31G*.
 Atomic units throughout, except where a label says otherwise.
 """
@@ -35,4 +36,5 @@
 elements = np.array(elements)
 heavy = elements != "H"
+carbon = elements == "C"
 methyl_C = np.array([n in ("C1", "C2", "C3") for n in names])
 methyl_H = np.array([e == "H" and n != "HO" for e, n in zip(elements, names)])
@@ -167,15 +169,19 @@
     assert np.allclose(observed, noise_std(alpha), rtol=0.06)  # sampling error
 
-# burial: largest sensitivity although the bare potential is not weak
+# enclosed atoms: large sensitivity although the bare potential is not weak
 column_rms = np.sqrt(np.mean(A**2, axis=0))
-mimic_rms = 1 / np.sqrt(M * np.diag(C))
-assert np.argmax(np.diag(C)) == 0
-assert column_rms[0] > 0.7 * column_rms.mean()
-share = (P[0] / sigma) ** 2 / C[0, 0]
-assert share[-3:].sum() > 0.5
-
-# control: add points near the buried atom, or equally many outside points
+sensitivity = np.sqrt(np.diag(C))
+mimic_rms = 1 / (np.sqrt(M) * sensitivity)
+assert np.all(sensitivity[carbon] > sensitivity[~heavy].mean())
+assert np.all(column_rms[carbon] > 0.7 * column_rms.mean())
+n_soft = carbon.sum()  # as many soft modes as enclosed atoms
+mode_variance = (P / sigma) ** 2
+soft_share = mode_variance[carbon][:, -n_soft:].sum() / np.diag(C)[carbon].sum()
+assert soft_share > 0.5
+
+# control: points inside the neighbour shell, or equally many outside points
 n_extra = 20
-near = R[0] + scales[0] * atom_radius[0] * sphere_points(n_extra)
+near_radius = 0.5 * CC / BOHR
+near = R[0] + near_radius * sphere_points(n_extra)
 pick = np.linspace(0, len(grids[1]) - 1, n_extra).astype(int)
 
@@ -186,6 +192,6 @@
 
 
-ratio_near = central_sensitivity(near) / np.sqrt(C[0, 0])
-ratio_outside = central_sensitivity(grids[1][pick]) / np.sqrt(C[0, 0])
+ratio_near = central_sensitivity(near) / sensitivity[0]
+ratio_outside = central_sensitivity(grids[1][pick]) / sensitivity[0]
 assert ratio_near < 0.8 and ratio_outside > 0.9
 
@@ -202,6 +208,6 @@
             for g, v in zip(grids, potentials)]
     scatter[alpha] = np.std(fits, axis=0, ddof=1)
-assert scatter[0.0][0] > scatter[0.0][~heavy].mean()
-assert scatter[alpha_main][0] < scatter[0.0][0]
+assert scatter[0.0][carbon].mean() > scatter[0.0][~heavy].mean()
+assert scatter[alpha_main][carbon].mean() < scatter[0.0][carbon].mean()
 
 # ---------- hyperbolic restraint on heavy atoms ----------
@@ -260,16 +266,22 @@
 print("  ", " ".join(f"{s:.4f}" for s in sigma[7:]))
 print(f"ratio largest/smallest singular value: {sigma[0] / sigma[-1]:.1f}")
-print("share of C0 variance, three smallest modes (third-smallest first):",
-      " ".join(f"{s:.3f}" for s in share[-3:]))
-mode = P[:, -1] * np.sign(P[0, -1])
-print(f"smallest mode: C0 {mode[0]:.3f} O {mode[1]:.3f} HO {mode[2]:.3f}"
-      f" methyl C {mode[methyl_C].mean():.3f} methyl H {mode[methyl_H].mean():.3f}")
+print(f"share of carbon variance in {n_soft} smallest modes: {soft_share:.3f}")
+print("smallest modes: sigma (1/bohr); components C0 O C1 C2 C3")
+for i in range(len(sigma) - n_soft, len(sigma)):
+    print(f"   {sigma[i]:.4f}:", " ".join(f"{x:.3f}" for x in P[heavy, i]))
+print("most sensitive atom:", names[int(np.argmax(sensitivity))])
 pattern = C[:, 0] / C[0, 0]
-print(f"mimic pattern: C0 {pattern[0]:.3f} O {pattern[1]:.3f} HO {pattern[2]:.3f}"
+print(f"mimic pattern of C0: O {pattern[1]:.3f} HO {pattern[2]:.3f}"
       f" methyl C {pattern[methyl_C].mean():.3f}"
       f" methyl H {pattern[methyl_H].mean():.3f}")
-print(f"dipole of mimic pattern (a.u.): {dipole(pattern):.4f}")
+print(f"dipole of C0 mimic pattern (a.u.): {dipole(pattern):.4f}")
+c1 = names.index("C1")
+pattern1 = C[:, c1] / C[c1, c1]
+own_H = np.array([n.startswith("H1") for n in names])
+print(f"mimic pattern of C1: C0 {pattern1[0]:.3f} own H {pattern1[own_H].mean():.3f}")
+print(f"dipole of C1 mimic pattern (a.u.): {dipole(pattern1):.4f}")
 print(f"tetrahedron: R^4 V / b^3 at R = {far:.0f} b: {tetra_limit:.4f}")
-print(f"C0 sensitivity ratio, {n_extra} near points added: {ratio_near:.3f}")
+print(f"C0 sensitivity ratio, {n_extra} points added at {near_radius:.3f} bohr:"
+      f" {ratio_near:.3f}")
 print(f"C0 sensitivity ratio, {n_extra} outside points added: {ratio_outside:.3f}")
 print(f"noise s = {noise} a.u.; restraint alpha = {alpha_main} bohr^-2")
```

After the repair:

```
bond lengths CC CO CH OH (angstrom): 1.53 1.43 1.09 0.96
sphere radii (angstrom): {'H': 1.2, 'C': 1.7, 'O': 1.5}  scales: (1.4, 1.6, 1.8, 2.0)
point density (1/angstrom^2): 0.5
atoms: 15  basis functions: 90  points per grid: [406, 403, 413, 408]
RHF energy (hartree): -232.149119
rms potential on grid 1 (a.u.): 0.011369
total charge without constraint (e): 0.001153
singular values on neutral patterns (1/bohr):
   1.9272 1.8174 1.5495 0.6437 0.5816 0.5668 0.4285
   0.4135 0.3241 0.2049 0.0590 0.0306 0.0300 0.0290
ratio largest/smallest singular value: 66.6
share of carbon variance in 4 smallest modes: 0.999
smallest modes: sigma (1/bohr); components C0 O C1 C2 C3
   0.0590: -0.906 0.333 -0.028 -0.056 -0.049
   0.0306: 0.201 0.037 -0.307 -0.492 -0.665
   0.0300: 0.026 -0.003 0.088 -0.744 0.517
   0.0290: 0.044 0.042 -0.842 0.123 0.317
most sensitive atom: C1
mimic pattern of C0: O -0.256 HO 0.010 methyl C -0.357 methyl H 0.035
dipole of C0 mimic pattern (a.u.): 0.0194
mimic pattern of C1: C0 -0.105 own H -0.267
dipole of C1 mimic pattern (a.u.): 0.0044
tetrahedron: R^4 V / b^3 at R = 200 b: -0.5569
C0 sensitivity ratio, 20 points added at 1.446 bohr: 0.180
C0 sensitivity ratio, 20 outside points added: 0.982
noise s = 0.001 a.u.; restraint alpha = 0.01 bohr^-2
atom: rms 1/r, rms mimic error (1/bohr); noise std free, restrained (e);
      charge free, restrained (e); grid scatter free, restrained (e)
C0  0.1387 0.00295 0.0168 0.0041   0.9330   0.0962 0.0086 0.0074
O   0.1431 0.00724 0.0069 0.0031  -0.7834  -0.5147 0.0026 0.0029
HO  0.1468 0.01575 0.0032 0.0025   0.4281   0.3365 0.0007 0.0020
C1  0.1406 0.00161 0.0309 0.0024  -0.5738  -0.0596 0.0297 0.0023
H1a 0.1449 0.00575 0.0086 0.0019   0.1229   0.0446 0.0084 0.0018
H1b 0.1430 0.00577 0.0086 0.0020   0.1484   0.0284 0.0079 0.0033
H1c 0.1467 0.00585 0.0085 0.0019   0.1474   0.0335 0.0088 0.0034
C2  0.1415 0.00166 0.0298 0.0025  -0.6273  -0.0471 0.0166 0.0023
H2a 0.1464 0.00602 0.0083 0.0019   0.1444   0.0177 0.0043 0.0012
H2b 0.1459 0.00595 0.0083 0.0019   0.1269   0.0263 0.0040 0.0032
H2c 0.1455 0.00595 0.0083 0.0019   0.1437   0.0204 0.0037 0.0019
C3  0.1414 0.00166 0.0298 0.0025  -0.6170  -0.0482 0.0090 0.0032
H3a 0.1467 0.00597 0.0083 0.0019   0.1416   0.0183 0.0024 0.0029
H3b 0.1470 0.00594 0.0084 0.0019   0.1253   0.0286 0.0019 0.0013
H3c 0.1438 0.00596 0.0083 0.0019   0.1399   0.0188 0.0028 0.0028
alpha (bohr^-2): last f, C0 charge, C0 noise std (e), rms misfit, dipole (a.u.)
0.000: 1.0000 0.9330 0.0168 0.000640 0.6552
0.001: 0.4561 0.6125 0.0124 0.001334 0.6553
0.010: 0.0774 0.0962 0.0041 0.003048 0.6530
0.100: 0.0083 -0.0299 0.0006 0.005981 0.6146
1.000: 0.0008 -0.0091 0.0001 0.008543 0.4548
hyperbolic a (a.u.), b = 0.1 e: steps, charges C0 O HO, methyl C mean (e), rms misfit, dipole (a.u.)
0.001: 30 0.6214 -0.7636 0.4235 -0.1988 0.001468 0.6546
0.010: 12 0.0237 -0.5383 0.3694 -0.0150 0.003031 0.6541
RHF dipole: 0.6529 a.u. = 1.660 debye
verified
```
